# Landé Subtraction for the Wannier Exciton Equation in Momentum Space: a numerical check

```python
# RESULT UNDER TEST
# s-wave Wannier equation in exciton Rydbergs (Ry*) and Bohr radii (a*):
#   k^2 u(k) - (2/pi) int_0^inf L(k,q) u(q) dq = E u(k),
#   L(k,q) = ln|(k+q)/(k-q)|,  u(k) = k phi(k),  exact E = -1/n^2.
# On N midpoints in theta, k = k0 tan(theta/2), the leading 1s errors
# for k0 = 1 are
#   diagonal dropped:     +(2 ln(2N) + 1)/N
#   Lande subtraction:    -2 zeta(3)/N^3
#   local log self-weight: -zeta(3)/(2 N^3)
# k: nodes, w: quadrature weights, self-weight: finite replacement for
# the infinite product w*L on the diagonal.
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import zeta
from scipy.constants import physical_constants

Z3 = float(zeta(3))


def midpoint_grid(n, k0=1.0):
    theta = (np.arange(n) + 0.5) * np.pi / n
    k = k0 * np.tan(theta / 2)
    return k, (np.pi / n) * (k0**2 + k**2) / (2 * k0)


def gauss_grid(n):
    x, wx = np.polynomial.legendre.leggauss(n)
    return (1 + x) / (1 - x), 2 * wx / (1 - x)**2


def kernel_and_self(k, w, scheme):
    gap = np.abs(k[:, None] - k[None, :])
    np.fill_diagonal(gap, 1.0)
    log_kernel = np.log((k[:, None] + k[None, :]) / gap)
    np.fill_diagonal(log_kernel, 0.0)
    if scheme == "drop":
        self_weight = np.zeros_like(k)
    elif scheme == "lande":
        self_weight = k * (np.pi**2 / 2 - log_kernel @ (w / k))
    else:
        self_weight = w * np.log(4 * np.pi * k / w)
    return log_kernel, self_weight


def solve(grid, scheme, states=1):
    k, w = grid
    log_kernel, self_weight = kernel_and_self(k, w, scheme)
    root = np.sqrt(w)
    matrix = -(2 / np.pi) * root[:, None] * log_kernel * root[None, :]
    matrix[np.diag_indices(len(k))] = k**2 - (2 / np.pi) * self_weight
    return eigh(matrix, subset_by_index=[0, states - 1])


def energy(grid, scheme, state=0):
    return solve(grid, scheme, state + 1)[0][state]


def contact_ratio(grid, scheme):
    # |psi(r=0)|^2 divided by its exact 1s value 1/(pi a*^3)
    k, w = grid
    vector = solve(grid, scheme)[1][:, 0]
    return np.sum(np.sqrt(w) * k * vector)**2 / (2 * np.pi)


def u1s(k):
    return k / (1 + k**2)**2


def u2s(k):
    return k * (4 * k**2 - 1) / (4 * k**2 + 1)**3


def split_integral(function, k):
    pieces = ((0, k), (k, 2 * k), (2 * k, np.inf))
    return sum(quad(function, a, b, epsabs=1e-11, limit=200)[0]
               for a, b in pieces)


def log_l(k, q):
    return np.log(abs((k + q) / (k - q)))


# Angular average of the Coulomb interaction
ka, qa = 0.7, 1.6
angular = quad(lambda x: 1 / (ka**2 + qa**2 - 2 * ka * qa * x), -1, 1)[0]
assert abs(angular - log_l(ka, qa) / (ka * qa)) < 1e-10

# Subtraction integral and exact hydrogenic solutions
subtraction = split_integral(lambda q: log_l(ka, q) / q, ka)
assert abs(subtraction - np.pi**2 / 2) < 1e-7
for function, exact in ((u1s, -1.0), (u2s, -0.25)):
    for k in (0.3, 0.7, 1.9):
        coulomb = split_integral(lambda q: log_l(k, q) * function(q), k)
        residual = (k**2 - exact) * function(k) - 2 / np.pi * coulomb
        assert abs(residual) < 1e-7

# Local self-weight against the one generated by subtraction
grid40 = midpoint_grid(40)
node = 20
lande_self = kernel_and_self(*grid40, "lande")[1][node]
local_self = kernel_and_self(*grid40, "local")[1][node]
assert abs(lande_self / local_self - 1) < 5e-3


def predicted_cubic(function, k0, scheme):
    # coefficient C in E_N - E = C/N^3, by integration over theta
    m = 4000
    theta = (np.arange(m) + 0.5) * np.pi / m

    def g(t):
        k = k0 * np.tan(t / 2)
        return function(k) * (k0**2 + k**2) / (2 * k0)

    step = 1e-4
    slope = (g(theta + step) - g(theta - step)) / (2 * step)
    density = slope**2
    if scheme == "lande":
        density = density + (1 + 2 / np.tan(theta)**2) * g(theta)**2
    norm = quad(lambda k: function(k)**2, 0, np.inf)[0]
    return -Z3 / 2 * np.sum(density) * np.pi / m / norm


cubic_rows = []
for name, function, state, exact, k0, scheme in (
        ("1s", u1s, 0, -1.0, 1.0, "lande"),
        ("1s", u1s, 0, -1.0, 2.0, "lande"),
        ("2s", u2s, 1, -0.25, 1.0, "lande"),
        ("1s", u1s, 0, -1.0, 1.0, "local")):
    found = (energy(midpoint_grid(320, k0), scheme, state) - exact) * 320**3
    theory = predicted_cubic(function, k0, scheme)
    assert abs(found / theory - 1) < 0.03, (name, k0, scheme, found, theory)
    cubic_rows.append((name, k0, scheme, found, theory))
assert abs(cubic_rows[0][3] / (-2 * Z3) - 1) < 0.03
assert abs(cubic_rows[3][3] / (-Z3 / 2) - 1) < 0.03


def drop_law(n):
    return (2 * np.log(2 * n) + 1) / n


# Convergence table
sizes = (10, 20, 40, 80, 160, 320)
table = {}
for n in sizes:
    grid = midpoint_grid(n)
    table[n] = [energy(grid, s) + 1 for s in ("drop", "lande", "local")]
order_drop = np.log2(table[160][0] / table[320][0])
order_lande = np.log2(table[160][1] / table[320][1])
assert 0.7 < order_drop < 0.95
assert abs(order_lande - 3) < 0.1
drop1280 = energy(midpoint_grid(1280), "drop") + 1
assert abs(drop1280 / drop_law(1280) - 1) < 0.02

# Points needed for a one-percent error in the 1s energy
n_lande = next(n for n in range(2, 50)
               if abs(energy(midpoint_grid(n), "lande") + 1) < 0.01)
n_drop = int(np.ceil(brentq(lambda n: drop_law(n) - 0.01, 100, 10000)))
drop_at_n = energy(midpoint_grid(n_drop), "drop") + 1
assert abs(drop_at_n / 0.01 - 1) < 0.02

# General drop law on a different grid
gauss_rows = []
for n in (64, 128, 256):
    kg, wg = gauss_grid(n)
    drop_error = energy((kg, wg), "drop") + 1
    lande_error = energy((kg, wg), "lande") + 1
    weight = wg * u1s(kg)**2
    law = 2 / np.pi * np.sum(weight * wg * np.log(4 * np.pi * kg / wg))
    law /= np.sum(weight)
    gauss_rows.append((n, drop_error, law, lande_error))
assert abs(gauss_rows[-1][1] / gauss_rows[-1][2] - 1) < 0.10
assert abs(gauss_rows[-1][3]) < 0.01 * gauss_rows[-1][1]

# Contact density and 2s energies
grid160 = midpoint_grid(160)
contact_drop = contact_ratio(grid160, "drop")
contact_lande = contact_ratio(grid160, "lande")
assert abs(contact_lande - 1) < 5e-3
assert contact_drop < 0.95
e2_drop = energy(grid40, "drop", 1)
e2_lande = energy(grid40, "lande", 1)

# Round-parameter model semiconductor
mass, permittivity = 0.05, 10.0
ry_ev = physical_constants["Rydberg constant times hc in eV"][0]
bohr_nm = physical_constants["Bohr radius"][0] * 1e9
ry_star = 1000 * ry_ev * mass / permittivity**2
a_star = bohr_nm * permittivity / mass

print(f"reduced mass = {mass:.2f} m_e; permittivity = {permittivity:.0f}")
print(f"exciton Rydberg = {ry_star:.4f} meV")
print(f"exciton Bohr radius = {a_star:.3f} nm")
print(f"subtraction integral by quadrature = {subtraction:.8f}")
print(f"pi^2/2 = {np.pi**2 / 2:.8f}; zeta(3) = {Z3:.6f}")
print(f"N=40 sample node k = {grid40[0][node]:.5f} 1/a*")
print(f"  its quadrature weight = {grid40[1][node]:.5f} 1/a*")
print(f"  Lande self-weight = {lande_self:.6f} 1/a*")
print(f"  local self-weight = {local_self:.6f} 1/a*")
print("1s errors E_N - E in Ry*, midpoint grid, k0 = 1/a*")
print("   N   dropped    drop law   Lande        local")
for n in sizes:
    d, s, c = table[n]
    print(f"{n:4d}  {d:.6f}  {drop_law(n):.6f}  {s:.4e}  {c:.4e}")
print(f"N=1280 dropped error = {drop1280:.6f} Ry*")
print(f"N=1280 drop law = {drop_law(1280):.6f} Ry*")
print(f"observed order 160->320, dropped = {order_drop:.3f}")
print(f"observed order 160->320, Lande = {order_lande:.3f}")
print("N^3 times error at N=320, in Ry*: computed, predicted")
for name, k0, scheme, found, theory in cubic_rows:
    print(f"  {name} k0={k0:.0f}/a* {scheme}: {found:.4f}, {theory:.4f}")
print(f"smallest N for 1% 1s error, Lande = {n_lande}")
print(f"N for 1% 1s error from drop law = {n_drop}")
print(f"  dropped error computed at that N = {drop_at_n:.6f} Ry*")
print("Gauss-Legendre grid, 1s errors in Ry*")
print("   N   dropped    drop law   Lande")
for n, d, law, s in gauss_rows:
    print(f"{n:4d}  {d:.6f}  {law:.6f}  {s:.4e}")
print(f"N=40 2s energy, dropped = {e2_drop:.6f} Ry*")
print(f"N=40 2s energy, Lande = {e2_lande:.6f} Ry*")
print(f"N=160 contact density/exact, dropped = {contact_drop:.5f}")
print(f"N=160 contact density/exact, Lande = {contact_lande:.5f}")
print(f"N=40 1s binding, dropped = {(1 - table[40][0]) * ry_star:.4f} meV")
print(f"N=40 1s binding, Lande = {(1 - table[40][1]) * ry_star:.4f} meV")
print("success")
```

Printed output:

```
reduced mass = 0.05 m_e; permittivity = 10
exciton Rydberg = 6.8028 meV
exciton Bohr radius = 10.584 nm
subtraction integral by quadrature = 4.93480220
pi^2/2 = 4.93480220; zeta(3) = 1.202057
N=40 sample node k = 1.04006 1/a*
  its quadrature weight = 0.08175 1/a*
  Lande self-weight = 0.414844 1/a*
  local self-weight = 0.414829 1/a*
1s errors E_N - E in Ry*, midpoint grid, k0 = 1/a*
   N   dropped    drop law   Lande        local
  10  0.595823  0.699146  -2.1729e-03  -6.0242e-04
  20  0.380038  0.418888  -2.8451e-04  -7.5170e-05
  40  0.230310  0.244101  -3.6511e-05  -9.3924e-06
  80  0.134739  0.139379  -4.6280e-06  -1.1739e-06
 160  0.076858  0.078354  -5.8266e-07  -1.4674e-07
 320  0.043042  0.043509  -7.3091e-08  -1.8342e-08
N=1280 dropped error = 0.013001 Ry*
N=1280 drop law = 0.013043 Ry*
observed order 160->320, dropped = 0.836
observed order 160->320, Lande = 2.995
N^3 times error at N=320, in Ry*: computed, predicted
  1s k0=1/a* lande: -2.3951, -2.4041
  1s k0=2/a* lande: -8.4268, -8.4989
  2s k0=1/a* lande: -11.7056, -11.8445
  1s k0=1/a* local: -0.6010, -0.6010
smallest N for 1% 1s error, Lande = 6
N for 1% 1s error from drop law = 1730
  dropped error computed at that N = 0.009974 Ry*
Gauss-Legendre grid, 1s errors in Ry*
   N   dropped    drop law   Lande
  64  0.245763  0.264053  -1.7029e-05
 128  0.145423  0.151507  -2.1578e-06
 256  0.083482  0.085429  -1.5286e-07
N=40 2s energy, dropped = -0.122098 Ry*
N=40 2s energy, Lande = -0.250171 Ry*
N=160 contact density/exact, dropped = 0.89756
N=160 contact density/exact, Lande = 1.00003
N=40 1s binding, dropped = 5.2361 meV
N=40 1s binding, Lande = 6.8031 meV
success
```
